# Power-law prefactors of Wannier functions and band Fourier coefficients in one dimension: a numerical check

```python
"""Decay of band Fourier coefficients and Wannier functions in one dimension.

Result under test, for H = -d2/dx2 + V(x) (Rydberg units), V even, period a,
lowest band, R = n a large:
  E_R    -> (-1)^n a gamma/(2 sqrt(pi)) R^(-3/2) exp(-h R)
  w(x+R) -> C phi_b(x+R) R^(-3/4),  phi_b(x+R) = (-1)^n exp(-h R) phi_b(x)
Symbols: D(E) = cos(k a) is half the trace of the transfer matrix; E_b is the
zero of dD/dE in the first gap; D(E_b) = -cosh(h a); s(a,E) is the odd solution
with unit slope at 0, taken at x = a; gamma = sqrt(2 a sinh(h a)/D''(E_b));
C = a/Gamma(1/4) sqrt(s/(2 D'' gamma)); phi_b is the decaying solution at E_b.
Main model: barriers g delta(x-(n+1/2)a). Second model: V = -2 v cos(2 pi x/a).
"""
import math
import numpy as np
from mpmath import mp, mpf
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

mp.dps = 100
a, g = mpf(6), mpf(1)
ga = float(g * a)
MESH, MESH_SMOOTH = 600, 300
cosines = {m: [mp.cos(2 * mp.pi * i / m) for i in range(m)]
           for m in (MESH, MESH_SMOOTH)}


def half_trace(energy):
    q = mp.sqrt(energy)
    return mp.cos(q * a) + g * mp.sin(q * a) / (2 * q)


def trace_slope(energy):
    q = mp.sqrt(energy)
    sine, cosine = mp.sin(q * a), mp.cos(q * a)
    return (-a * sine + g / 2 * (a * cosine / q - sine / q**2)) / (2 * q)


def odd_end(energy):
    q = mp.sqrt(energy)
    return mp.sin(q * a) / q + g * mp.sin(q * a / 2)**2 / q**2


def cell_norm(energy):
    """Integral of phi_k phi_(-k) over the cell (-a/2, a/2), done directly."""
    q = mp.sqrt(energy)
    part = mp.sin(q * a) / (2 * q)
    beta_squared = (1 - half_trace(energy)**2) / odd_end(energy)**2
    return a / 2 + part + beta_squared * (a / 2 - part) / q**2


def lattice_coefficient(values, n, shift=0):
    """Zone average of values(k) cos(k n a - 2 pi shift/mesh), k and -k."""
    half = len(values) - 1
    mesh = 2 * half
    table = cosines[mesh]
    total = 2 * sum(v * table[(j * n - shift) % mesh]
                    for j, v in enumerate(values))
    total -= values[0] * table[(-shift) % mesh]
    total -= values[-1] * table[(half * n - shift) % mesh]
    return total / mesh


def limit_at_infinity(cells, values):
    """Polynomial extrapolation in n^(-1/2) to n = infinity."""
    t = [1 / mp.sqrt(n) for n in cells]
    result = mpf(0)
    for i, value in enumerate(values):
        weight = mpf(1)
        for j in range(len(t)):
            if j != i:
                weight *= -t[j] / (t[i] - t[j])
        result += weight * value
    return result


# ---------- branch point of the barrier model ----------
y_upper = brentq(lambda y: math.cos(y / 2) + ga / (2 * y) * math.sin(y / 2),
                 math.pi, 2 * math.pi)
y_branch = brentq(lambda y: -math.sin(y) + ga / 2 * (math.cos(y) / y
                  - math.sin(y) / y**2), math.pi, y_upper)
E_b = (mpf(y_branch) / a)**2
for _ in range(7):
    E_b -= trace_slope(E_b) / mp.diff(trace_slope, E_b)
assert abs(trace_slope(E_b)) < mpf(10)**-80
D_b = half_trace(E_b)
D2 = mp.diff(half_trace, E_b, 2)
D3 = mp.diff(half_trace, E_b, 3)
s_b, s_slope = odd_end(E_b), mp.diff(odd_end, E_b)
h = mp.acosh(-D_b) / a
gamma = mp.sqrt(2 * a * mp.sinh(h * a) / D2)
C_energy = a * gamma / (2 * mp.sqrt(mp.pi))
C_wannier = a / mp.gamma(mpf(1) / 4) * mp.sqrt(s_b / (2 * D2 * gamma))
nu = s_slope / s_b - D3 / (3 * D2)
b_correction = (gamma * nu * mp.gamma(mpf(1) / 4)
                / (8 * mp.gamma(mpf(3) / 4)))

# ---------- band energies on a uniform mesh of real k ----------
energies, norms, betas = [], [], []
for j in range(MESH // 2 + 1):
    target = cosines[MESH][j]
    goal = float(target)
    y = brentq(lambda z: math.cos(z) + ga / 2 * math.sin(z) / z - goal,
               1e-6, y_branch)
    energy = (mpf(y) / a)**2
    for _ in range(5):
        energy -= (half_trace(energy) - target) / trace_slope(energy)
    energies.append(energy)
    norms.append(cell_norm(energy))
    betas.append(mp.sin(2 * mp.pi * j / MESH) / odd_end(energy))
E_bottom, E_top = energies[0], energies[-1]
E_upper = (mpf(y_upper) / a)**2
assert E_top < E_b < E_upper
assert abs(half_trace(E_upper) + 1) < 1e-10

# Bloch function: continuity and slope jump at the barrier; norm by quadrature
nodes, weights = np.polynomial.legendre.leggauss(24)
for j in (40, 100, 230):
    q, beta = mp.sqrt(energies[j]), betas[j]
    phase = mp.expj(2 * mp.pi * j / MESH)

    def bloch(x):
        return mp.cos(q * x) + 1j * beta * mp.sin(q * x) / q

    def bloch_slope(x):
        return -q * mp.sin(q * x) + 1j * beta * mp.cos(q * x)

    assert abs(bloch(a / 2) - phase * bloch(-a / 2)) < 1e-40
    jump = phase * bloch_slope(-a / 2) - bloch_slope(a / 2)
    assert abs(jump - g * bloch(a / 2)) < 1e-40
    integral = sum(w * float(abs(bloch(a / 2 * mpf(x)))**2)
                   for x, w in zip(nodes, weights)) * float(a) / 2
    formula = float(-2 * trace_slope(energies[j]) / odd_end(energies[j]))
    assert abs(integral / formula - 1) < 1e-11

# Re dk/dE > 0 in the upper half energy plane: k(E) is one-to-one there
for real_part in np.linspace(-0.5, 3.0, 29):
    for imaginary_part in (0.01, 0.05, 0.2, 0.7, 2.0):
        z = mp.mpc(real_part, imaginary_part)
        trace = half_trace(z)
        root = mp.sqrt(trace**2 - 1)
        factor = min((trace + root, trace - root), key=abs)
        sin_ka = (factor - 1 / factor) / 2j
        assert mp.re(-trace_slope(z) / (a * sin_ka)) > 0

# local square-root laws just below the branch point on the line Re k = pi/a
depth = h * mpf('1e-6')
E_near = brentq(lambda e: float(half_trace(mpf(e))
                + mp.cosh((h - depth) * a)), float(E_top), float(E_b),
                xtol=1e-15)
gamma_local = (E_b - mpf(E_near)) / mp.sqrt(depth)
norm_local = cell_norm(mpf(E_near)) / mp.sqrt(depth)
assert abs(gamma_local / gamma - 1) < 5e-3
assert abs(norm_local * s_b / (2 * D2 * gamma) - 1) < 5e-3

# ---------- lattice sums against the asymptotic laws ----------


def energy_coefficient(n):
    return lattice_coefficient(energies, n)


def wannier_at(x):
    even, odd = [], []
    for energy, norm, beta in zip(energies, norms, betas):
        q = mp.sqrt(energy)
        even.append(mp.cos(q * x) / mp.sqrt(norm))
        odd.append(beta * mp.sin(q * x) / q / mp.sqrt(norm))
    return lambda n: (lattice_coefficient(even, n)
                      - lattice_coefficient(odd, n, MESH // 4))


def branch_solution(x):
    q = mp.sqrt(E_b)
    return mp.cos(q * x) + mp.sinh(h * a) / s_b * mp.sin(q * x) / q


def energy_ratio(n):
    R = n * a
    law = (-1)**n * C_energy * R**mpf(-1.5) * mp.exp(-h * R)
    return energy_coefficient(n) / law


def wannier_ratio(function, n):
    R = n * a
    return function(n) / ((-1)**n * C_wannier * R**mpf(-0.75)
                          * mp.exp(-h * R))


def local_exponent(function, n):
    """Power p from cells n and 2n after removal of exp(-h R)."""
    return (mp.log(abs(function(n) / function(2 * n))) - h * a * n) / mp.log(2)


far = [m * m for m in range(5, 15)]
mid = [m * m for m in range(5, 11)]
w_center = wannier_at(mpf(0))
x_side = a / 4
w_side = wannier_at(x_side)
q_b = mp.sqrt(E_b)
x_node = -mp.atan(q_b * s_b / mp.sinh(h * a)) / q_b
assert abs(x_node) < a / 2 and abs(branch_solution(x_node)) < 1e-60
w_node = wannier_at(x_node)

limit_E = limit_at_infinity(far, [energy_ratio(n) for n in far])
center_ratios = [wannier_ratio(w_center, n) for n in far]
limit_w = limit_at_infinity(far, center_ratios)
limit_side = limit_at_infinity(far, [wannier_ratio(w_side, n) for n in far])
b_measured = limit_at_infinity(
    far, [(r - 1) * mp.sqrt(n * a) for r, n in zip(center_ratios, far)])
assert abs(limit_E - 1) < 1e-4
assert abs(limit_w - 1) < 1e-4
assert abs(limit_side / branch_solution(x_side) - 1) < 1e-3
assert abs(b_measured / b_correction - 1) < 1e-2

power_E = limit_at_infinity(
    mid, [local_exponent(energy_coefficient, n) for n in mid])
power_w = limit_at_infinity(mid, [local_exponent(w_center, n) for n in mid])
power_node = limit_at_infinity(mid, [local_exponent(w_node, n) for n in mid])
assert abs(power_E - 1.5) < 2e-3
assert abs(power_w - 0.75) < 2e-3
assert abs(power_node - 1.25) < 5e-3

# ---------- second model: smooth cosine potential ----------
v = mpf(1) / 10
reach = 20
size = 2 * reach + 1
G = [2 * mp.pi * m / a for m in range(-reach, reach + 1)]


def rayleigh(diagonal, x):
    top = sum(d * c * c for d, c in zip(diagonal, x))
    top -= 2 * v * sum(x[i] * x[i + 1] for i in range(size - 1))
    return top / sum(c * c for c in x)


def refine(diagonal, x):
    """One Rayleigh-quotient step for the tridiagonal Hamiltonian."""
    shift = rayleigh(diagonal, x)
    pivots, right = [diagonal[0] - shift], [x[0]]
    for i in range(1, size):
        ratio = -v / pivots[-1]
        pivots.append(diagonal[i] - shift + ratio * v)
        right.append(x[i] - ratio * right[-1])
    y = [mpf(0)] * size
    y[-1] = right[-1] / pivots[-1]
    for i in range(size - 2, -1, -1):
        y[i] = (right[i] + v * y[i + 1]) / pivots[i]
    length = mp.sqrt(sum(c * c for c in y))
    return [c / length for c in y]


smooth_energy, smooth_center = [], []
for j in range(MESH_SMOOTH // 2 + 1):
    k = 2 * mp.pi * j / (MESH_SMOOTH * a)
    diagonal = [(k + wave)**2 for wave in G]
    levels, vectors = eigh_tridiagonal(
        np.array([float(d) for d in diagonal]), -float(v) * np.ones(size - 1))
    state = [mpf(float(c)) for c in vectors[:, 0]]
    for _ in range(2):
        state = refine(diagonal, state)
    energy = rayleigh(diagonal, state)
    padded = [mpf(0)] + state + [mpf(0)]
    residual = max(abs((diagonal[i] - energy) * state[i]
                       - v * (padded[i] + padded[i + 2]))
                   for i in range(size))
    assert residual < mpf(10)**-40
    smooth_energy.append(energy)
    smooth_center.append(abs(sum(state)) / mp.sqrt(a))
gap_low, gap_high = float(levels[0]), float(levels[1])

count = 11
angles = np.pi * (np.arange(count) + 0.5) / count
samples = (gap_low + gap_high) / 2 + (gap_high - gap_low) / 2 * np.cos(angles)


def equation(x, state):
    c, dc, s, ds = state.reshape(4, count)
    well = -2 * float(v) * math.cos(2 * math.pi * x / float(a)) - samples
    return np.concatenate((dc, well * c, ds, well * s))


start = np.concatenate((np.ones(count), np.zeros(2 * count), np.ones(count)))
end = solve_ivp(equation, (0, float(a)), start, method='DOP853',
                rtol=1e-12, atol=1e-13).y[:, -1].reshape(4, count)
assert np.max(np.abs(end[0] - end[3])) < 1e-9
fit = np.polynomial.Chebyshev.fit
D_fit = fit(samples, end[0], count - 1, domain=[gap_low, gap_high])
s_fit = fit(samples, end[2], count - 1, domain=[gap_low, gap_high])
D_fit1, D_fit2 = D_fit.deriv(), D_fit.deriv(2)
assert abs(D_fit(gap_low) + 1) < 1e-8 and abs(D_fit(gap_high) + 1) < 1e-8
edge_density = -s_fit(gap_low) / (2 * D_fit1(gap_low))
assert abs(edge_density / float(smooth_center[-1]**2) - 1) < 1e-6
E_b2 = brentq(D_fit1, gap_low, gap_high, xtol=1e-15)
h2 = math.acosh(-D_fit(E_b2)) / float(a)
gamma2 = math.sqrt(2 * float(a) * math.sinh(h2 * float(a)) / D_fit2(E_b2))
C_energy2 = float(a) * gamma2 / (2 * math.sqrt(math.pi))
C_wannier2 = (float(a) / math.gamma(0.25)
              * math.sqrt(s_fit(E_b2) / (2 * D_fit2(E_b2) * gamma2)))


def smooth_limit(values, amplitude, power):
    ratios = [lattice_coefficient(values, n) * (-1)**n * (n * a)**mpf(power)
              * mp.exp(mpf(h2) * n * a) / amplitude for n in mid]
    return limit_at_infinity(mid, ratios)


smooth_limit_E = smooth_limit(smooth_energy, C_energy2, 1.5)
smooth_limit_w = smooth_limit(smooth_center, C_wannier2, 0.75)
assert abs(smooth_limit_E - 1) < 2e-3
assert abs(smooth_limit_w - 1) < 2e-3

# ---------- numbers for the text ----------
angstrom = physical_constants['Bohr radius'][0] * 1e10
rydberg = physical_constants['Rydberg constant times hc in eV'][0]


def show(label, value, unit='', digits=6):
    print(f"{label} = {float(value):.{digits}g} {unit}".rstrip())


print("BARRIER MODEL")
show("period a", a, "bohr")
show("barrier strength g", g, "Ry bohr")
show("band bottom", E_bottom, "Ry")
show("band top", E_top, "Ry")
show("upper gap edge", E_upper, "Ry")
show("gap", E_upper - E_top, "Ry")
show("gap converted", (E_upper - E_top) * rydberg, "eV", 5)
show("branch energy E_b", E_b, "Ry")
show("D(E_b)", D_b)
show("D''(E_b)", D2, "Ry^-2")
show("D'''(E_b)", D3, "Ry^-3")
show("s(a,E_b)", s_b, "bohr")
show("ds/dE at E_b", s_slope, "bohr/Ry")
show("h", h, "1/bohr")
show("h converted", h / angstrom, "1/angstrom", 5)
show("h a", h * a)
show("exp(-h a)", mp.exp(-h * a))
show("gamma", gamma, "Ry bohr^(1/2)")
show("gamma from E(k) near branch", gamma_local, "Ry bohr^(1/2)")
show("amplitude of E_R", C_energy, "Ry bohr^(3/2)")
show("amplitude C of w", C_wannier, "bohr^(1/4)")
show("nu", nu, "1/Ry")
show("b from formula", b_correction, "bohr^(1/2)")
show("b from lattice sums", b_measured, "bohr^(1/2)")
print("n, E_R (Ry), E_R/law, w(R) (bohr^-1/2), w/law, 1+b/sqrt(R)")
for n in (1, 5, 20, 100):
    print(f"{n} {float(energy_coefficient(n)):.5e} "
          f"{float(energy_ratio(n)):.5f} {float(w_center(n)):.5e} "
          f"{float(wannier_ratio(w_center, n)):.5f} "
          f"{float(1 + b_correction / mp.sqrt(n * a)):.5f}")
show("limit of E_R/law", limit_E, digits=8)
show("limit of w/law", limit_w, digits=8)
show("x = a/4: limit of w/(C R^-3/4 e^-hR)", limit_side)
show("x = a/4: phi_b", branch_solution(x_side))
print("local power from cells n and 2n: n, E_R, w")
for n in (5, 25, 100):
    print(f"{n} {float(local_exponent(energy_coefficient, n)):.5f} "
          f"{float(local_exponent(w_center, n)):.5f}")
show("limiting power of E_R", power_E)
show("limiting power of w", power_w)
show("node of phi_b at x", x_node, "bohr")
show("limiting power of w at node", power_node)
apparent = mp.log(abs(w_center(5) / w_center(6))) / a
show("apparent h of w, cells 5 to 6", apparent, "1/bohr")
print("COSINE MODEL (same period)")
show("v", v, "Ry")
show("gap", gap_high - gap_low, "Ry")
show("branch energy", E_b2, "Ry")
show("h", h2, "1/bohr")
show("limit of E_R/law", smooth_limit_E)
show("limit of w/law", smooth_limit_w)
print("no test failed")
```

Printed output:

```
BARRIER MODEL
period a = 6 bohr
barrier strength g = 1 Ry bohr
band bottom = 0.108513 Ry
band top = 0.274156 Ry
upper gap edge = 0.525444 Ry
gap = 0.251289 Ry
gap converted = 3.419 eV
branch energy E_b = 0.385721 Ry
D(E_b) = -1.27825
D''(E_b) = 36.7383 Ry^-2
D'''(E_b) = -196.636 Ry^-3
s(a,E_b) = 1.4883 bohr
ds/dE at E_b = -14.9524 bohr/Ry
h = 0.121615 1/bohr
h converted = 0.22982 1/angstrom
h a = 0.729688
exp(-h a) = 0.482059
gamma = 0.509963 Ry bohr^(1/2)
gamma from E(k) near branch = 0.509882 Ry bohr^(1/2)
amplitude of E_R = 0.863147 Ry bohr^(3/2)
amplitude C of w = 0.329816 bohr^(1/4)
nu = -8.26251 1/Ry
b from formula = -1.55832 bohr^(1/2)
b from lattice sums = -1.55832 bohr^(1/2)
n, E_R (Ry), E_R/law, w(R) (bohr^-1/2), w/law, 1+b/sqrt(R)
1 -3.97740e-02 1.40488 -2.15742e-02 0.52021 0.36382
5 -1.49937e-04 1.09649 -4.99210e-04 0.74533 0.71549
20 3.09172e-10 1.02536 3.61155e-09 0.86456 0.85775
100 1.20542e-36 1.00515 5.20885e-35 0.93764 0.93638
limit of E_R/law = 1
limit of w/law = 1
x = a/4: limit of w/(C R^-3/4 e^-hR) = 1.28786
x = a/4: phi_b = 1.28786
local power from cells n and 2n: n, E_R, w
5 1.56274 0.62446
25 1.51436 0.69445
100 1.50369 0.72258
limiting power of E_R = 1.5
limiting power of w = 0.749999
node of phi_b at x = -1.3843 bohr
limiting power of w at node = 1.25
apparent h of w, cells 5 to 6 = 0.140091 1/bohr
COSINE MODEL (same period)
v = 0.1 Ry
gap = 0.199585 Ry
branch energy = 0.260622 Ry
h = 0.0949131 1/bohr
limit of E_R/law = 0.999999
limit of w/law = 0.999998
no test failed
```
